# Crank-Nicolson carrier decay after blue and infrared pulses

A short light pulse leaves excess electrons in a p-type silicon wafer, and a contactless probe follows their total number as they recombine. The front surface is poorly passivated; the back carries a thermal oxide. Half a microsecond after a blue pulse on the front, the model wafer treated below loses carriers at a relative rate of 0.72 µs⁻¹. After an infrared pulse on the same side the rate is 0.16 µs⁻¹, and after a blue pulse on the back it is 0.013 µs⁻¹. The wafer is the same each time, so none of these numbers is a property of the wafer alone. If the three signals later share one rate, that rate is such a property.

A time-stepping calculation should show this convergence. An obvious version of it, stable and seemingly well resolved, shows something else after a blue pulse: a density at the illuminated surface that changes sign at every step. The scheme below is built by finding out why.

## The model and its carrier balance

Let $n(x,t)$ be the excess electron density at depth $x$ in a wafer of thickness $W$. The wafer is uniform and illuminated evenly, so one dimension suffices. The injection is low: $n$ is far below the acceptor density, so the diffusivity $D$ and the bulk lifetime $\tau$ are treated as constants. The surface recombination velocities $S_f$ (front) and $S_b$ (back) are assumed constant too. Then

$$\partial_t n=D\,\partial_x^2n-\frac n\tau,\qquad D\,\partial_xn\big|_0=S_fn(0),\qquad -D\,\partial_xn\big|_W=S_bn(W).$$

The signs follow from the balance for the number per area, $N=\int_0^W n\,dx$. Integrating the equation over $x$ gives

$$\frac{dN}{dt}=D\,\partial_xn\big|_W-D\,\partial_xn\big|_0-\frac N\tau=-S_bn(W)-S_fn(0)-\frac N\tau ,$$

so both surfaces remove carriers. The observed rate is $r(t)=-d\ln N/dt$.

## What a correct calculation must show

Insert $n=u(x)e^{-\lambda t}$. Then $Du''=-(\lambda-1/\tau)u$. Multiplying by $-u$, integrating by parts and using the boundary conditions gives

$$(\lambda-1/\tau)\int_0^Wu^2dx=D\int_0^Wu'^2dx+S_fu(0)^2+S_bu(W)^2 .$$

The right side is positive if $S_f+S_b>0$, which is assumed from here on. So $\lambda=1/\tau+Dk^2$ with real $k>0$, and $u=\cos(kx-\varphi_f)$.

At the front, $u'(0)=k\sin\varphi_f$, hence $\tan\varphi_f=S_f/(Dk)$. At the back, $Dk\sin(kW-\varphi_f)=S_b\cos(kW-\varphi_f)$. With $\tan\varphi_b=S_b/(Dk)$ this reads

$$k_mW=\varphi_f+\varphi_b+m\pi,\qquad m=0,1,2,\dots$$

Both phases lie in $[0,\pi/2)$ and do not increase with $k$, so $kW-\varphi_f-\varphi_b-m\pi$ rises strictly. It is negative just above $k=m\pi/W$ and positive at $k=(m+1)\pi/W$. There is one root for each $m$.

For two modes, the equations for $u_m$ and $u_p$ give

$$(k_m^2-k_p^2)\int_0^Wu_mu_p\,dx=\big[u_mu_p'-u_pu_m'\big]_0^W=0,$$

because at each surface both modes have the same ratio $u'/u$. The modes are therefore orthogonal, and as eigenfunctions of a regular Sturm-Liouville problem they are complete. Their norm and their carrier content are

$$C_m=\int_0^Wu_m^2dx=\frac W2+\frac{\sin2\varphi_f+\sin2\varphi_b}{4k_m},\qquad J_m=\int_0^Wu_mdx=\frac{\sin\varphi_f+(-1)^m\sin\varphi_b}{k_m}.$$

A front pulse with absorption coefficient $\alpha$ that deposits $F$ carriers per area starts from $n(x,0)=F\alpha e^{-\alpha x}/(1-e^{-\alpha W})$. To project it, note that

$$\frac{d}{dx}\Big\{e^{-\alpha x}\big[k\sin(kx-\varphi_f)-\alpha\cos(kx-\varphi_f)\big]\Big\}=(\alpha^2+k^2)e^{-\alpha x}\cos(kx-\varphi_f).$$

With $\theta_m=k_mW-\varphi_f$, the projection per deposited carrier is

$$P_m=\frac{\alpha}{1-e^{-\alpha W}}\;\frac{\alpha\cos\varphi_f+k_m\sin\varphi_f+e^{-\alpha W}(k_m\sin\theta_m-\alpha\cos\theta_m)}{\alpha^2+k_m^2},$$

and therefore

$$N(t)=\sum_mA_me^{-\lambda_mt},\qquad A_m=F\,\frac{P_mJ_m}{C_m}.$$

For a pulse on the back, exchange $S_f$ and $S_b$.

In the lowest mode the argument of the cosine runs from $-\varphi_f$ to $\varphi_b$, inside $(-\pi/2,\pi/2)$, so $u_0>0$ throughout the wafer. Any non-negative initial density that is not zero everywhere then has $A_0>0$. This proves the common late rate $\lambda_0$: no colour and no side of illumination can miss the slowest mode.

The approach to it follows from $r=\sum\lambda_mA_me^{-\lambda_mt}/\sum A_me^{-\lambda_mt}$. Subtracting $\lambda_0$ and keeping the leading late term,

$$r-\lambda_0\simeq(\lambda_1-\lambda_0)\frac{A_1}{A_0}e^{-(\lambda_1-\lambda_0)t}.$$

The sign of $A_1$ decides the direction. A pulse absorbed very near the front has $P_1\simeq\cos\varphi_f>0$. If $S_f>S_b$, then $J_1>0$ too, and $r$ falls towards $\lambda_0$. Absorption very near the back gives $P_1\simeq\cos(\varphi_b+\pi)<0$, and $r$ rises towards it.

## The naive scheme

Divide the wafer into cells of width $h$ with nodes $x_j=jh$. Each node owns a width $m_j=h$, except the two surface nodes, which own $h/2$. Balancing fluxes gives

$$h\,\dot n_j=\frac Dh(n_{j+1}-2n_j+n_{j-1})-\frac h\tau n_j,\qquad\frac h2\dot n_0=\frac Dh(n_1-n_0)-S_fn_0-\frac h{2\tau}n_0,$$

and the mirror image at the back. In matrix form $M\dot n=-Kn$, with $M$ diagonal and $K$ symmetric. In the sum over nodes the internal fluxes cancel, so the carrier balance survives discretization.

Crank-Nicolson evaluates the right side as the mean of the old and new densities:

$$\Big(M+\tfrac{\Delta t}2K\Big)n^{\rm new}=\Big(M-\tfrac{\Delta t}2K\Big)n^{\rm old}.$$

A grid mode with $Kv=\lambda Mv$ is multiplied at each step by

$$g(\lambda)=\frac{1-\lambda\Delta t/2}{1+\lambda\Delta t/2}.$$

Since $|g|<1$ for every $\lambda>0$, the method is stable for any step. It seems enough to choose $\Delta t$ by the slow decay that is wanted. Its rate in the scheme is

$$-\frac{\ln g(\lambda_0)}{\Delta t}=\lambda_0\left[1+\frac{(\lambda_0\Delta t)^2}{12}+\dots\right],$$

from $\ln\frac{1+y/2}{1-y/2}=y+y^3/12+\dots$ with $y=\lambda_0\Delta t$.

The example wafer has $1/\lambda_0=12.3$ µs. A step of 126 ns is about a hundredth of that, and the error term is below $10^{-5}$. Yet after 30 µs of a run with this step, following a blue front pulse, one step multiplies the front-surface density by $-0.998$. The physical factor is $+0.990$.

## The cause, and the step limit

Stability says that every mode shrinks. It does not say that the physically slowest mode shrinks most slowly. As $\lambda$ grows, $g$ falls from $+1$ towards $-1$, so very fast grid modes hardly shrink at all; they alternate in sign. Replacing $\lambda$ by $4/(\lambda\Delta t^2)$ gives

$$g\!\left(\frac4{\lambda\Delta t^2}\right)=\frac{1-2/(\lambda\Delta t)}{1+2/(\lambda\Delta t)}=\frac{\lambda\Delta t-2}{\lambda\Delta t+2}=-g(\lambda).$$

A fast mode of rate $\lambda$ thus persists as long as a slow one of rate $4/(\lambda\Delta t^2)$. Let $\lambda_{\max}$ be the largest rate of the grid. Because $g$ is monotonic, the factors of all other modes lie between $g(\lambda_{\max})$ and $g(\lambda_0)$. The slow mode wins if $g(\lambda_0)>-g(\lambda_{\max})$, which means $\lambda_0<4/(\lambda_{\max}\Delta t^2)$, or

$$\boxed{\;\Delta t<\frac{2}{\sqrt{\lambda_0\lambda_{\max}}}\;}$$

Above the limit, any initial density with a component in the fastest grid mode ends up alternating. This was tested on a coarse grid of 40 cells through the eigenvalues of the one-step matrix itself. At 0.9 of the limit the factor of largest magnitude is $+0.966$; at 1.1 of the limit it is $-0.966$.

A density alternating from node to node has $\lambda\simeq4D/h^2$ in the interior. The limit is therefore close to $h/\sqrt{D\lambda_0}$: it shrinks in proportion to $h$, not to $h^2$. For 600 cells of 0.5 µm, $\lambda_{\max}=49\,639$ µs⁻¹, and with $\lambda_0=0.08116$ µs⁻¹

$$\frac{2}{\sqrt{0.08116\times49\,639}}\ \text{µs}=31.5\ \text{ns}.$$

The naive step was four times this. Its fastest mode has $\lambda_{\max}\Delta t\simeq6250$ and loses only a fraction $4/6250$ per step. After 238 steps it still keeps about 86% of its amplitude, so the surface value is a sum of many alternating modes rather than the fastest alone.

Blue light feeds these modes far more than infrared light does. For $\alpha W\gg1$ and $k,\alpha\gg S_f/D$, the projection becomes $P_m\simeq\alpha^2/(\alpha^2+k_m^2)$, which stays of order one until $1/k_m$ is as short as the absorption depth. The fastest grid modes lie beyond that point, with $1/k\simeq h/\pi=0.16$ µm, where this continuous formula still gives 0.14. On the grid itself, with the loads described below, the projection on the fastest mode is about 0.12.

To show the approach as well as the final rate for every pulse, blue ones included, the grid modes must also die faster than the second physical mode. The same argument with $\lambda_1=0.647$ µs⁻¹ in place of $\lambda_0$ gives $\Delta t<11.2$ ns. The run uses 2.5 ns. The fastest grid mode then decays at about $4/(\lambda_{\max}\Delta t^2)=12.9$ µs⁻¹ and its effect on $N$ is negligible after half a microsecond. The front-surface density needs longer: after the blue front pulse it still has an alternating error of about 7% at 0.5 µs, which falls below 0.1% by 1 µs.

An alternative is backward Euler, whose factor $1/(1+\lambda\Delta t)$ stays positive and needs no such limit. Its rate is $\ln(1+\lambda_0\Delta t)/\Delta t\simeq\lambda_0(1-\lambda_0\Delta t/2)$, with a relative error linear in the step: 0.5% at 126 ns. Crank-Nicolson within its limit keeps the quadratic error.

## The second fault: sampling the pulse

The blue absorption depth is 0.4 µm, shorter than a cell. Setting $n_j$ to the profile at each node would give, by summing a geometric series with half weight at the surface, a total

$$F\alpha h\left[\frac12+\frac{e^{-\alpha h}}{1-e^{-\alpha h}}\right]=F\,\frac{\alpha h}2\coth\frac{\alpha h}2 .$$

With $\alpha h=1.25$ this is $1.13F$, an excess of 13% over the number deposited.

The cure is to share out the carriers with hat functions $\phi_j$, which equal one at node $j$ and fall linearly to zero at its neighbours. The load is $b_j=\int n(x,0)\phi_jdx$, and the starting density is $b_j/m_j$. Since $\sum_j\phi_j=1$ and $\sum_jx_j\phi_j=x$, both the total and the mean depth are kept. The depth matters because near the front $u_0'/u_0=S_f/D$, here 0.032 per µm, so a displaced pulse has a different late amplitude.

Let $G''=n(x,0)$, with $G=Fe^{-\alpha x}/[\alpha(1-e^{-\alpha W})]$. Integrating by parts on the two sides of an interior node gives

$$b_j=\Big[G'(x_j)-\frac{G(x_j)-G(x_{j-1})}h\Big]+\Big[\frac{G(x_{j+1})-G(x_j)}h-G'(x_j)\Big].$$

The slopes cancel and leave the second difference of $G$ divided by $h$. A surface node keeps the one bracket that lies inside the wafer.

## The remaining space error

The grid modes can be solved too. Insert $n_j=\cos(kx_j-\varphi_f)$. The interior equation gives

$$\lambda=\frac1\tau+\frac{4D}{h^2}\sin^2\frac{kh}2 .$$

In the front equation the left side is $-\frac h2\lambda\cos\varphi_f$. Its bulk part cancels the bulk term on the right, and $\frac{2D}h\sin^2\frac{kh}2=\frac Dh(1-\cos kh)$. What remains is

$$-\frac Dh(1-\cos kh)\cos\varphi_f=\frac Dh\big[(\cos kh-1)\cos\varphi_f+\sin kh\sin\varphi_f\big]-S_f\cos\varphi_f .$$

The terms in $1-\cos kh$ cancel, so $\tan\varphi_f=S_fh/(D\sin kh)$. For small $kh$ both results differ from the continuous ones at relative order $(kh)^2$, and the half cell at the surface costs no order of accuracy. With real $k$ the rate cannot exceed $1/\tau+4D/h^2=49\,636$ µs⁻¹. The fastest mode, at $49\,639$ µs⁻¹, lies just above this and has complex $k$: it alternates in sign and falls off from the front surface by a factor 0.984 per node. In the test, going from 20 to 40 cells reduced the error of $\lambda_0$ by a factor 4.00.

## The three pulses

The wafer has $W=300$ µm, $\tau=100$ µs, $S_f=10^4$ cm/s, $S_b=20$ cm/s and a mobility of 1200 cm²/Vs at 300 K, so $D=31.0$ cm²/s. The infrared absorption depth is 1000 µm. All three pulses deposit $F=10^{10}$ cm⁻².

The phase equation gives $k_0W=1.4368$, so

$$\lambda_0=0.0100+31.02\left(\frac{1.4368}{0.0300}\right)^2\times10^{-6}=0.0812\ \text{µs}^{-1}.$$

Two limits place this value. If $S_fW/D$ and $S_bW/D$ are small, the phases are small and $k_0^2\simeq(S_f+S_b)/(DW)$, hence $\lambda_0\simeq1/\tau+(S_f+S_b)/W$. Here $S_fW/D=9.7$, and that formula would give 0.344 µs⁻¹, more than four times the correct value. In the opposite limit, $S_f\to\infty$ with $S_b=0$, one has $k_0W=\pi/2$ and $\lambda_0=1/\tau+\pi^2D/(4W^2)=0.095$ µs⁻¹. The example lies near this limit: diffusion to the front is the main bottleneck.

The calculated rates $r$ in µs⁻¹ are:

| time (µs) | blue, front | infrared, front | blue, back |
|---|---|---|---|
| 0.5 | 0.724 | 0.157 | 0.0129 |
| 2 | 0.231 | 0.104 | 0.0285 |
| 5 | 0.109 | 0.085 | 0.071 |
| 10 | 0.0828 | 0.0814 | 0.0805 |
| 20 | 0.0812 | 0.0812 | 0.0812 |

The two front pulses approach from above, the back pulse from below, as their values $A_1/A_0=0.856$, $0.122$ and $-0.310$ require. The first entry for the back pulse can be checked by hand. After 0.5 µs its carriers have spread over $\sqrt{Dt}=39$ µm and have hardly met the front. A half-Gaussian has surface density $N/\sqrt{\pi Dt}$, so the rate is about $1/\tau+S_b/\sqrt{\pi Dt}=0.0100+0.0029$ µs⁻¹.

Setting $|r-\lambda_0|=0.01\lambda_0$ in the approach formula gives, for the blue front pulse,

$$t_{1\%}=1.767\,\ln\!\left(\frac{0.8557}{0.01}\cdot\frac{0.5658}{0.08116}\right)\text{µs}=11.3\ \text{µs}.$$

The run gives 11.3 µs. For the infrared and back pulses formula and run agree on 7.8 and 9.5 µs. At six times from 0.5 to 20 µs, the carrier numbers were also tested against the modal series to a relative 0.05%, and the rates to 0.1%.

The pulses keep a memory in their amplitudes. Fitted back to $t=0$, the late exponentials start at $A_0/F=0.187$, $0.849$ and $1.257$. Since $N=F\exp(-\int r\,dt)$,

$$\frac{A_0}F=\exp\int_0^\infty(\lambda_0-r)\,dt .$$

A value above one creates no carriers; it records an early decay that is, on balance, slower than the final one. Only in about its first nanosecond does the back pulse decay faster than $\lambda_0$. The numerical output gives the full set of values.

The late rate alone cannot give both surface velocities. It supplies one equation for two unknowns, and exchanging $S_f$ and $S_b$ leaves it unchanged. If $W$, $D$ and $\tau$ are known, the early rate after a blue front pulse can supply the missing information in this example, and so can the late amplitude of that pulse if $F$ is known. The infrared amplitude is not always enough: along the pairs $(S_f,S_b)$ with the same $\lambda_0$, $A_0/F$ rises from 0.90 to 0.995 as $S_f$ grows from zero and then falls to 0.84, so each value between 0.90 and the maximum is shared by two pairs. The value 0.849 of the example belongs to one pair only.

## Set beside a real wafer

The material values are rough typical ones for moderately doped silicon ($10^{16}$ cm⁻³ acceptors) with one poor and one oxidised surface. The pulse is deliberately weak. Its blue peak reaches 2.5% of the acceptor density, where the ambipolar diffusivity would be 4.5% below $D$; a pulse a hundred times stronger would leave the linear regime at first. At a real surface $S_f$ need not be constant: it can change with injection and interface charge. With the other parameters fixed, $S_f\to\infty$ would raise $\lambda_0$ by about 19%. Reducing $S_f$ tenfold gives $k_0W\simeq0.864$ and $\lambda_0\simeq0.036$ µs⁻¹, less than half. Warming by 10 K lowers the rate by 3.2% if only $D$ changes, as $T^{-1.4}$. If only a spot of 5 mm radius is lit and probed, sideways diffusion adds to the loss. For the slowest lateral mode with a perfectly absorbing rim the addition is 0.9% of $\lambda_0$; a uniformly lit spot with such a rim loses carriers faster than this for hundreds of microseconds, and at 20 µs the addition is still nearly 4%. A real spot has no absorbing rim: if the wafer simply continues beyond it, the addition at 20 µs is about 1.8%.

Other omissions act mainly on amplitudes. A surface depletion layer could be up to 0.30 µm wide at the band bending assumed for this estimate, and would then contain 53% of the front blue pulse. If its field sent all those electrons to immediate recombination, the late blue amplitude would fall by roughly half. For a given effective $S_f$ at the layer's inner edge, the late rate would rise by only about 0.2%, because the region in which carriers diffuse is slightly thinner. Full reflection of infrared light at the back would raise the infrared amplitude per absorbed photon by 2.8%. Traps that store electrons and release them slowly are a different matter: they add a memory which these boundary conditions lack, and the late rate could then be theirs.

## Calculated quantities

```
temperature 300 K, electron mobility 1200 cm2/Vs
electron diffusivity D = 31.02 cm2/s
thickness 300 um, bulk lifetime 100 us
surface velocities: front 10000 cm/s, back 20 cm/s
acceptors 1.0e+16 cm^-3, absorbed photons 1.0e+10 cm^-2
blue: 450 nm, 2.755 eV, absorption depth 0.4 um
infrared: 1064 nm, 1.165 eV, absorption depth 1000.0 um
k0*W = 1.43676 rad, k1*W = 4.29861 rad
mode 0 phases: front 1.42330, back 0.01346 rad
lambda0 = 0.081155 /us, lambda1 = 0.64693 /us
lambda0 from grid matrix = 0.081155 /us
late lifetime 1/lambda0 = 12.322 us
1/(lambda1-lambda0) = 1.767 us
grid: 600 cells of 0.50 um, dt = 2.5 ns, 12000 steps
largest grid rate = 49639 /us, 4D/h^2 = 49636 /us
step limit = 31.51 ns
columns below: blue front, infrared front, blue back
surviving fraction at  0.5 us: 0.36662 0.90281 0.99219
surviving fraction at  1.0 us: 0.27992 0.84159 0.98597
surviving fraction at  2.0 us: 0.20643 0.75085 0.96724
surviving fraction at  5.0 us: 0.13099 0.56990 0.82220
surviving fraction at 10.0 us: 0.08334 0.37726 0.55756
surviving fraction at 20.0 us: 0.03691 0.16750 0.24792
decay rate at  0.5 us (/us): 0.72440 0.15728 0.01286
decay rate at  1.0 us (/us): 0.41536 0.12781 0.01290
decay rate at  2.0 us (/us): 0.23129 0.10419 0.02848
decay rate at  5.0 us (/us): 0.10858 0.08520 0.07067
decay rate at 10.0 us (/us): 0.08284 0.08139 0.08054
decay rate at 20.0 us (/us): 0.08116 0.08116 0.08115
final rates near 29.99 us (/us): 0.081155 0.081155 0.081155
late amplitude A0/F, from run: 0.18707 0.84900 1.25663
late amplitude A0/F, from modes: 0.18707 0.84900 1.25663
A1/A0: 0.8557 0.1216 -0.3096
time to 1% of lambda0, run (us): 11.293 7.845 9.500
time to 1%, two modes (us): 11.296 7.848 9.499
space error ratio, 20 to 40 cells = 4.001
relative time error at lambda0*dt = 0.3: 0.007603, leading term 0.007500
40 cells: dominant factor at 0.9 limit 0.96630, at 1.1 limit -0.96597
too long step 126.0 ns: last front-density ratio -0.99792
physical ratio for that step = 0.98982
neglected: initial blue peak/acceptors = 2.50 %
neglected: mean density/acceptors at 20 us, blue front = 1.2e-04 %
neglected: ambipolar change of D at blue peak = -4.55 %
neglected: depletion width up to 0.304 um, holds 53 % of blue pulse
neglected: photocarrier/depletion charge = 3.3 %
neglected: 5 ns pulse, late amplitude +0.020 %
neglected: sideways loss, 5 mm spot radius, rate up to +0.88 %
neglected: full back reflection, infrared amplitude +2.78 %
neglected: 10 K warmer, D only, late rate -3.18 %
```
